# Absorber thickness for opposite phase on a reflective EUV mask: verification in Python

```python
"""
Result under test: an absorber of index n on a mirror gives a double-pass
phase difference of pi relative to vacuum at the smallest thickness
    d = wavelength / (4 (1 - n)),
for normal incidence and with interface reflections neglected.
Symbols: N = n + i kappa is the complex index, k = 2 pi / wavelength,
time factor exp(-i omega t), z is the height above the mirror.
The test solves the wave equation for a layer with smooth index ramps,
which hardly reflect; its equivalent thickness is the integral of its profile.
Lengths are in nm.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

wavelength = 13.5
k = 2 * np.pi / wavelength
n_abs = 0.95
kappa = 0.02
mirror_amplitude = 0.8
ramp = 8.0         # length scale of the smooth index ramps
clearance = 80.0   # vacuum space below and above the smooth layer


def pi_thickness(n, angle=0.0):
    """Derived formula for the smallest thickness with phase difference pi."""
    s, c = np.sin(angle), np.cos(angle)
    return wavelength / (4 * (c - np.sqrt(n**2 - s**2)))


def smooth_ratio(d, index, angle=0.0):
    """Reflected wave with smooth layer / without it, from the wave equation."""
    r_mirror = mirror_amplitude * np.exp(0.7j)
    kz = k * np.cos(angle)
    height = d + 2 * clearance

    def rhs(z, y):
        profile = 0.5 * (np.tanh((z - clearance) / ramp)
                         - np.tanh((z - clearance - d) / ramp))
        local_index = 1 + (index - 1) * profile
        return [y[1], -k**2 * (local_index**2 - np.sin(angle)**2) * y[0]]

    start = np.array([1 + r_mirror, 1j * kz * (r_mirror - 1)], dtype=complex)
    sol = solve_ivp(rhs, (0, height), start, method="DOP853",
                    rtol=1e-9, atol=1e-11)
    field, slope = sol.y[:, -1]
    up = 0.5 * (field + slope / (1j * kz))
    down = 0.5 * (field - slope / (1j * kz))
    return up / down * np.exp(-2j * kz * height) / r_mirror


def solved_thickness(index, low, high, angle=0.0):
    """Thickness at which the computed ratio has phase pi."""
    return brentq(lambda d: np.angle(-smooth_ratio(d, index, angle)),
                  low, high, xtol=1e-5)


def sharp_ratio(d, index, r_mirror):
    """Same ratio for sharp interfaces, by matching field and slope."""
    field0 = 1 + r_mirror
    slope0 = 1j * k * (r_mirror - 1)
    q = k * index
    field = field0 * np.cos(q * d) + slope0 * np.sin(q * d) / q
    slope = -field0 * q * np.sin(q * d) + slope0 * np.cos(q * d)
    up = field + slope / (1j * k)
    down = field - slope / (1j * k)
    return up / down * np.exp(-2j * k * d) / r_mirror


def summed_ratio(d, index, r_mirror):
    """Same ratio from the summed series of multiple reflections."""
    r_top = (1 - index) / (1 + index)
    r_bottom = (r_mirror - r_top) / (1 - r_top * r_mirror)
    trip = np.exp(2j * k * index * d)
    total = (r_top + r_bottom * trip) / (1 + r_top * r_bottom * trip)
    return total * np.exp(-2j * k * d) / r_mirror


d_pi = pi_thickness(n_abs)
N_abs = n_abs + 1j * kappa

# Thickness from the wave equation. The ramps leave a phase error of order
# 1e-4 rad, which is a few thousandths of a nm in thickness.
d_solved = solved_thickness(n_abs, 50, 90)
d_solved_lossy = solved_thickness(N_abs, 50, 90)
assert abs(d_solved - d_pi) < 0.01
assert abs(d_solved_lossy - d_pi) < 0.01
assert abs(solved_thickness(0.94, 40, 75) - pi_thickness(0.94)) < 0.01

# The phase grows linearly from zero, so the first solution is the smallest.
for d in (10.0, 30.0, 50.0):
    computed_phase = -np.angle(smooth_ratio(d, n_abs))
    assert abs(computed_phase - 4 * np.pi * (1 - n_abs) * d / wavelength) < 1e-3

# Three times the thickness again gives opposite phase.
assert abs(smooth_ratio(3 * d_pi, n_abs) + 1) < 2e-3

# Attenuation at the thickness for phase pi.
amplitude = np.exp(-np.pi * kappa / (1 - n_abs))
amplitude_solved = abs(smooth_ratio(d_pi, N_abs))
assert abs(amplitude_solved / amplitude - 1) < 2e-3

# Oblique incidence, field parallel to the surface. The tolerance is far
# below the shift of about 0.4 nm that is being tested.
angle = np.radians(6.0)
d_oblique = pi_thickness(n_abs, angle)
d_oblique_solved = solved_thickness(n_abs, 50, 90, angle)
assert abs(d_oblique_solved - d_oblique) < 0.02

# Sharp interfaces: two independent solutions, then a scan of mirror phase.
mirrors = mirror_amplitude * np.exp(1j * np.radians(np.arange(360)))
errors = []
for index in (n_abs, N_abs):
    matched = sharp_ratio(d_pi, index, mirrors)
    assert np.allclose(matched, summed_ratio(d_pi, index, mirrors), atol=1e-10)
    errors.append(np.degrees(np.max(np.abs(np.angle(-matched)))))

print(f"wavelength: {wavelength:.1f} nm")
print(f"absorber index n: {n_abs:.2f}")
print(f"index difference 1 - n: {1 - n_abs:.2f}")
print(f"thickness for phase pi, formula: {d_pi:.2f} nm")
print(f"same, wave equation, no absorption: {d_solved:.3f} nm")
print(f"same, wave equation, with absorption: {d_solved_lossy:.3f} nm")
print(f"next thickness with opposite phase: {3 * d_pi:.1f} nm")
print(f"double path 2d: {2 * d_pi:.1f} nm")
print(f"wavelength inside absorber: {wavelength / n_abs:.3f} nm")
print(f"waves in double path, vacuum: {2 * d_pi / wavelength:.2f}")
print(f"waves in double path, absorber: {2 * d_pi * n_abs / wavelength:.2f}")
print(f"phase difference per nm thickness: {180 / d_pi:.3f} degrees")
print(f"thickness for phase pi at n = 0.94: {pi_thickness(0.94):.2f} nm")
print(f"model extinction coefficient kappa: {kappa:.2f}")
print(f"amplitude factor, formula: {amplitude:.4f}")
print(f"amplitude factor, wave equation: {amplitude_solved:.4f}")
print(f"intensity factor, formula: {amplitude**2:.4f}")
print(f"incidence angle in oblique case: {np.degrees(angle):.1f} degrees")
print(f"oblique thickness, formula: {d_oblique:.2f} nm")
print(f"oblique thickness, wave equation: {d_oblique_solved:.2f} nm")
print(f"model mirror amplitude reflectivity: {mirror_amplitude:.1f}")
print(f"reflected amplitude of one sharp interface, kappa = 0: "
      f"{(1 - n_abs) / (1 + n_abs):.4f}")
print(f"largest phase error, sharp interfaces, kappa = 0: "
      f"{errors[0]:.1f} degrees")
print(f"largest phase error, sharp interfaces, kappa = {kappa:.2f}: "
      f"{errors[1]:.1f} degrees")
print("every check passed")
```

Output:

```
wavelength: 13.5 nm
absorber index n: 0.95
index difference 1 - n: 0.05
thickness for phase pi, formula: 67.50 nm
same, wave equation, no absorption: 67.497 nm
same, wave equation, with absorption: 67.498 nm
next thickness with opposite phase: 202.5 nm
double path 2d: 135.0 nm
wavelength inside absorber: 14.211 nm
waves in double path, vacuum: 10.00
waves in double path, absorber: 9.50
phase difference per nm thickness: 2.667 degrees
thickness for phase pi at n = 0.94: 56.25 nm
model extinction coefficient kappa: 0.02
amplitude factor, formula: 0.2846
amplitude factor, wave equation: 0.2846
intensity factor, formula: 0.0810
incidence angle in oblique case: 6.0 degrees
oblique thickness, formula: 67.11 nm
oblique thickness, wave equation: 67.11 nm
model mirror amplitude reflectivity: 0.8
reflected amplitude of one sharp interface, kappa = 0: 0.0256
largest phase error, sharp interfaces, kappa = 0: 6.0 degrees
largest phase error, sharp interfaces, kappa = 0.02: 10.4 degrees
every check passed
```
